# Logarithmic Stress-Thickness from Grain Growth in a Thickening Film

As a model film thickens from 50 to 100 nm, its stress-thickness rises from 18.33 to 32.19 N/m, a gain of 13.86 N/m. From 100 to 200 nm it rises to 46.05 N/m, again a gain of 13.86 N/m. The second interval holds twice as much material as the first, yet it adds the same force per unit width. Equal gains for equal thickness ratios are the mark of a logarithm. Here the logarithm comes from grains that widen in proportion to the film thickness, combined with a stress inversely proportional to the grain size.

## What is assumed

A polycrystalline film grows on a much thicker substrate. Let $h$ be the current film thickness and $z$ the height of a point above the film–substrate interface. The in-plane stress $\sigma$ is equal in all in-plane directions, and tension is positive. The stress-thickness is the force per unit width carried by the film,

$$F(h)=\int_0^h \sigma(z,h)\,dz .$$

Stress times length is force per length, and $1\ \mathrm{GPa\,nm}=1\ \mathrm{N/m}$.

Material that arrives when the thickness is $h$ has the incremental stress

$$s(h)=\frac{C}{L(h)},$$

where $L$ is the grain size at the growing surface and $C$ is a constant force per length. This form has a simple reading. Suppose that each new piece of grain boundary, as it closes, draws its neighbours together by a fixed distance $\Delta$. For a regular pattern of square or hexagonal grains, with $L$ the distance between opposite sides, the strain is $\Delta/L$. Other patterns change this by a numerical factor. With the film's biaxial modulus $M_f$ the stress is $M_f\Delta/L$, which gives $C=M_f\Delta$. The derivations below need the form $C/L$, not this mechanism.

The surface grain size follows

$$L(h)=\beta h,\qquad h\ge h_0>0,$$

with $\beta$ a constant pure number. The thickness $h_0$ marks the start of this law. The film below it contributes a force $F_0=F(h_0)$, which the law does not supply. I write $K=C/\beta$. No physical constant enters the algebra, so it reads the same in atomic units, with $F$ in hartree per square bohr.

The example has $C=10$ N/m, $\beta=0.5$, $h_0=20$ nm and a final thickness of 200 nm, so $K=10/0.5=20$ N/m. It takes $F_0=0$ unless another value is stated, and so do the opening numbers.

## First derivation: adding up frozen layers

Differentiate the definition of $F$. The thickness appears both in the upper limit and in the integrand, so there are two terms:

$$\frac{dF}{dh}=\sigma(h,h)+\int_0^h\frac{\partial\sigma(z,h)}{\partial h}\,dz .$$

The first term is the stress of the material now arriving, $s(h)$. The second is the change of stress in material already buried. Assume that buried layers keep the stress with which they arrived. The second term then vanishes, and

$$\frac{dF}{dh}=s(h)=\frac{C}{\beta h}=\frac{K}{h}.$$

Integrate from $h_0$ to $h$:

$$F(h)-F_0=K\int_{h_0}^{h}\frac{dh'}{h'}=\frac{C}{\beta}\ln\frac{h}{h_0}.$$

This is the result. For the example, $20\ \mathrm{N/m}\times\ln 10=46$ N/m, or 2.9 eV/Å$^2$. Doubling the thickness adds $K\ln2=13.86$ N/m from any starting point in the linear range. This explains the opening numbers: the second interval is twice as thick, but its grains are twice as wide and its stress is half as large.

The growth rate drops out. In time, $dF/dt=(K/h)\,dh/dt$, and the integral depends on the end thicknesses alone, provided that $C$ and $\beta$ do not themselves depend on the rate. A numerical integration with the rate varying as $0.1\,[1+0.6\sin(t/90\ \mathrm{s})]$ nm/s for 1500 s reached 178.50 nm and gave 43.777 N/m. The formula gives 43.777 N/m at that thickness.

It matters that $C/L$ is the stress of the new layer. If it were the mean stress of the whole film, $F$ would be $h\,C/(\beta h)=K$, a constant 20 N/m, and there would be no logarithm.

## Second derivation: bending an elastic substrate

The force in a film is often found from the curvature it gives to its substrate. The result can be derived from that side, without holding the buried stress fixed.

Let the substrate occupy $-h_s<z<0$, with biaxial modulus $M_s$. A new layer of thickness $dh$ arrives at height $h$ with stress $s$. The plate and the film already present respond with a small in-plane strain $de+z\,dk$, where $de$ is the strain at the interface and $dk$ its gradient. No outside force or moment acts, so the response must cancel the force $s\,dh$ and the moment $s\,h\,dh$ of the new layer:

$$A\,de+B\,dk=-s\,dh,\qquad B\,de+D\,dk=-s\,h\,dh .$$

The coefficients are the integrals of the modulus times $1$, $z$ and $z^2$ over substrate and film:

$$A=M_sh_s+M_fh,$$

$$B=-\tfrac12M_sh_s^2+\tfrac12M_fh^2,$$

$$D=\tfrac13M_sh_s^3+\tfrac13M_fh^3 .$$

To eliminate $de$, multiply the second balance by $A$, the first by $B$, and subtract:

$$(AD-B^2)\,dk=(B-Ah)\,s\,dh .$$

Now set $\eta=h/h_s\ll1$ and $r=M_f/M_s$. The factor on the right is

$$B-Ah=-\tfrac12M_sh_s^2\,(1+2\eta+r\eta^2).$$

For the determinant, $AD=\tfrac13M_s^2h_s^4(1+r\eta)$ and $B^2=\tfrac14M_s^2h_s^4$, both up to terms of order $\eta^2$. Since $\tfrac13-\tfrac14=\tfrac1{12}$,

$$AD-B^2=\tfrac1{12}M_s^2h_s^4\,[1+4r\eta+O(\eta^2)].$$

The gradient $dk$ is negative for tension: the strain falls towards the film side, which therefore becomes concave. Define the curvature $\kappa=-k$, so that tension counts as positive. Dividing the two expressions gives

$$d\kappa=\frac{6\,s\,dh}{M_sh_s^2}\left[1-(4r-2)\frac{h}{h_s}+O(\eta^2)\right].$$

The leading term is Stoney's relation in incremental form. Define the force read from the curvature as $F_\kappa=\kappa M_sh_s^2/6$, with $\kappa$ counted from the moment when the thickness is $h_0$. Insert $s=K/h$. In the correction the factor $h$ cancels, so the integral is

$$F_\kappa=K\ln\frac{h}{h_0}-(4r-2)\,K\,\frac{h-h_0}{h_s}+\dots$$

In the limit of a thick substrate this is the same logarithm.

The example takes $M_f=296$ GPa, $M_s=180$ GPa and $h_s=500$ µm. Then $r=1.64$, and the correction is $4.57\times20\times180/500\,000=0.033$ N/m. A calculation that added layers of 0.1 nm one at a time, solving both balance equations with the full coefficients, gave 46.019 N/m. The logarithm alone gives 46.052 N/m. The difference is $-0.072\,\%$ of the logarithm, as the correction predicts, and it falls to $-0.036\,\%$ when the substrate is made twice as thick. The radius of curvature, $M_sh_s^2/(6F)$, is 163 m.

The same equations show how much the buried stress changes. Eliminating $dk$ instead of $de$ gives

$$(AD-B^2)\,de=(-D+Bh)\,s\,dh .$$

To leading order the right side is $-\tfrac13M_sh_s^3\,s\,dh$, so $de=-4s\,dh/(M_sh_s)$. Inside the thin film $z\,dk$ is smaller than $de$ by a factor of order $h/h_s$. A layer deposited at $h_0$ therefore changes its stress by

$$\delta\sigma=-\frac{4M_f}{M_sh_s}\,[F(h)-F_0].$$

For the example this is about $-0.6$ MPa, against the 1.000 GPa with which that layer arrived.

## What each derivation assumes

Both derivations use the same two laws, $s=C/L$ and $L=\beta h$, and the logarithm comes from inserting the second into the first and integrating over thickness. They differ in what they say about buried material and in what they call the force.

The first uses no elasticity. It needs no modulus and no substrate thickness, but it declares the buried stress constant. The second allows buried layers to respond elastically and finds the response small when $h\ll h_s$. It pays for this with further assumptions: linear elasticity, a uniform film and substrate, equal biaxial stress, a strain that varies linearly with height, and gentle bending.

The first $F$ is a sum of stresses at arrival, while $F_\kappa$ is an instrument reading. They agree to leading order in $h/h_s$.

Neither derivation covers inelastic change, such as grain coarsening or diffusion in buried layers. Such a change would enter the second term of $dF/dh$ and would also bend the substrate. A curvature record taken during uninterrupted growth therefore cannot by itself separate it from the stress of newly arriving material. Under the law $s=C/L$, the slope of the record approaches $C/L$ when the buried film is inelastically inert, the substrate is thick and the temperature is steady. The last condition matters: for iron on silicon, an even warming by 20 K between 20 and 200 nm would lower the final slope in the example from 0.10 to 0.04 GPa.

## Falling mean stress, rising force

The mean film stress is

$$\bar\sigma=\frac{F}{h}=\frac{F_0+K\ln(h/h_0)}{h}.$$

Its derivative is

$$\frac{d\bar\sigma}{dh}=\frac{K-F_0-K\ln(h/h_0)}{h^2}.$$

For $F_0<K$ this is positive at $h_0$ and changes sign once, at

$$h=h_0\,e^{\,1-F_0/K}.$$

With $F_0=0$ the maximum lies at $e\,h_0=54.4$ nm. There $F=K$, so the mean stress is $20/54.4=0.368$ GPa, equal to the stress of the layer then arriving. Beyond this point each new layer is less tense than the average and lowers it, although it still adds force. Between 100 and 200 nm the mean stress falls from 0.322 to 0.230 GPa while $F$ grows. An inherited force of 5 N/m moves the maximum to 42.3 nm. If $F_0\ge K$, the mean stress falls from $h_0$ onwards.

## Other grain laws

With $s=C/L$, a logarithm of $h/h_0$ needs strict proportionality between $L$ and $h$. Suppose instead that the grains have size $L_0$ at $h_0$ and then widen at the same rate:

$$L=L_0+\beta(h-h_0).$$

Since $dL=\beta\,dh$,

$$F-F_0=\frac{C}{\beta}\int_{L_0}^{L}\frac{dL'}{L'}=\frac{C}{\beta}\ln\frac{L}{L_0}.$$

This is a logarithm of the grain size. Equal thickness ratios give equal gains only for $L_0=\beta h_0$, which restores the first result. With $L_0=20$ nm in place of 10 nm, the final grain size is 110 nm and the added force is $20\ln(110/20)=34.1$ N/m.

Next let the grains widen as a power, $L=L_0(h/h_0)^p$ with $p\neq1$. With $x=h/h_0$,

$$F-F_0=\frac{Ch_0}{L_0}\int_1^x x'^{-p}\,dx'=\frac{Ch_0}{L_0}\,\frac{x^{1-p}-1}{1-p}.$$

For $p\to1$, write $x^{1-p}=e^{(1-p)\ln x}\approx1+(1-p)\ln x$. The fraction tends to $\ln x$, and with $L_0=\beta h_0$ the logarithm returns. For $p=0$ the grain size is constant and $F$ rises linearly. With $p=0.8$ and the same 10 nm grains at $h_0$, the example gives 58.5 N/m.

The lower limit $h_0$ cannot be set to zero. The formula would then diverge, because the stress $K/h$ rises so steeply towards zero thickness that its integral is not finite. Choosing a different $h_0$ within the range where the linear law holds moves a constant between $F_0$ and the logarithm and leaves the total unchanged.

## Buried grains that coarsen

Suppose that a boundary takes up an excess width $w$ compared with perfect crystal. If buried grains of size $L'$ coarsen to size $L$, the material would shrink by the strain $w(1/L'-1/L)$. The substrate prevents this, and a tension $M_fw(1/L'-1/L)$ results. Let every layer above $h_0$ coarsen to the present surface grain size. The added force is

$$\Delta F=\frac{M_fw}{\beta}\int_{h_0}^{h}\left(\frac1{h'}-\frac1h\right)dh'=\frac{M_fw}{\beta}\left[\ln\frac{h}{h_0}-1+\frac{h_0}{h}\right].$$

With a rough $w=0.02$ nm this is 16.6 N/m. For the layers above $h_0$ this is an upper bound for elastic coarsening that stops at the surface grain size, not an estimate of what happens. The film below $h_0$ could coarsen too, and its share is not included.

## The numbers beside a real film

The example is set in the regime of polycrystalline bcc iron on silicon near room temperature, where tension of the order of 1 GPa is a plausible rough size for a thin film. The moduli are rough typical values; $C$ and $\beta$ are round model parameters. The modulus of iron is that of grains without preferred orientation, and a strong preferred orientation can change it by up to about 30 %. A grain size of 100 nm at 200 nm thickness is probably coarse for iron grown so cold, so $\beta=0.5$ is on the high side. At fixed $C$ and $h_0$, a smaller $\beta$ raises the result as $1/\beta$. The stress at $h_0$ rises in the same way and would pass a rough film strength of 3 GPa for $\beta$ below about 0.17, so a much smaller $\beta$ calls for a smaller $C$ or a larger $h_0$. A real film need not obey strict proportionality. The two variants above move the result from 46 N/m to 34 N/m, or to 58 N/m. These are examples, not bounds: with $p=0.5$ and the same 10 nm grains at $h_0$, the power law gives 86 N/m. The stress law can differ too. Other models of grain coalescence give a weaker dependence, such as $s\propto L^{-1/2}$. With $L=\beta h$ and the same 1 GPa at $h_0$, that law gives no logarithm: the two opening intervals add 26 and 37 N/m, and the total is again 86 N/m.

Two further stresses are of similar weight. Suppose that the film and substrate are 20 K above room temperature throughout growth. On cooling, iron contracts more than silicon, and the resulting tension of 56 MPa over 200 nm adds 11.1 N/m to a reading taken afterwards. Atoms that enter the grain boundaries can add compression. For a constant compressive part $q=50$ MPa the slope becomes $K/h-q$, and 9.0 N/m is lost over the 180 nm grown. The total force then turns over where the slope vanishes, at $h=K/q=20/0.05=400$ nm.

Diffusive relaxation along boundaries appears negligible at 300 K if its activation energy is well above 1 eV. With a rough activation energy of 1.8 eV and prefactor of $10^{-3}$ m$^2$/s, the diffusion length $\sqrt{Dt}$ over 1800 s of growth is about $10^{-6}$ nm. For the same time it reaches 1 nm near 500 K, so a film grown that warm needs a fresh look at the frozen-layer assumption. Longer times lower this temperature: with the same rough inputs, a year of use gives 1 nm near 400 K. All these figures hinge on the activation energy. With the same prefactor, a value below about 1.1 eV gives more than 1 nm at 300 K during growth, and with a prefactor of $10^{-5}$ m$^2$/s the threshold is about 1.0 eV. Values of about 1 eV or less have been reported for very pure iron, so the frozen-layer assumption is not guaranteed for clean boundaries. This estimate does not address atoms moving on the growing surface.

The largest incremental stress, 1.0 GPa at $h_0$, is a third of a rough film strength of 3 GPa, so yielding is not expected from growth stress alone. An equal-biaxial film stores the energy density $\sigma^2/M_f$. Integrated over the layers grown above $h_0$, this gives

$$\int_{h_0}^{h}\frac{K^2}{M_fh'^2}\,dh'=\frac{K^2}{M_f}\left(\frac1{h_0}-\frac1h\right)=0.061\ \mathrm{J/m^2}.$$

A rough interface toughness is 1 J/m$^2$, so this energy alone would not peel the film. The estimate leaves out thermal stress and whatever the first 20 nm carry, and a weak or contaminated interface could have a much lower toughness. The remaining values are in the numerical output.

## Numbers as computed

```
C = 10.0 N/m; beta = 0.50
h0 = 20 nm; final h = 200 nm
C/beta = 20.0 N/m
h (nm), L (nm), added-layer stress (GPa), F (N/m), F/h (GPa):
  20, 10, 1.000, 0.00, 0.000
  50, 25, 0.400, 18.33, 0.367
  100, 50, 0.200, 32.19, 0.322
  200, 100, 0.100, 46.05, 0.230
final F, formula = 46.052 N/m
final F, layer sum = 46.052 N/m
final F, converted = 2.874 eV/angstrom^2
F added per doubling of h = 13.86 N/m
uneven-rate run: h = 178.50 nm, F = 43.777 N/m
  formula at that h = 43.777 N/m
mean stress peaks at h = 54.4 nm
  peak mean stress = 0.368 GPa
  with inherited F0 = 5.0 N/m: 42.3 nm
Fe biaxial modulus = 296 GPa (rough)
Si biaxial modulus = 180 GPa (rough)
substrate thickness = 500 micrometre
curvature radius = 163 m
F read from plate curvature = 46.019 N/m
  relative error = -0.072 %
  error, substrate twice as thick = -0.036 %
stress change in first layer = -0.60 MPa
heating in growth = 20 K (rough)
  thermal stress = 56 MPa
  thermal part of F = 11.1 N/m
compressive part = 50 MPa (rough)
  its part of F = -9.0 N/m
  total F turns over at h = 400 nm
boundary excess width = 0.02 nm (rough)
  full coarsening adds at most 16.6 N/m
F if L starts at 20 nm = 34.1 N/m
F if L grows as h^0.8 = 58.5 N/m
film strength = 3.0 GPa (rough)
  largest stress/strength = 0.33
stored elastic energy = 0.061 J/m^2
interface toughness = 1.0 J/m^2 (rough)
growth: 300 K, 1800 s, 0.1 nm/s
  T/melting T = 0.17
boundary diffusion: Q = 1.8 eV, D0 = 1e-03 m^2/s (rough)
  diffusion length = 1.0e-06 nm
  length reaches 1 nm at 497 K
```
